# Fixed-Spin-Moment Energy of a Stoner Model and Its Metamagnetic Double Minimum

## Problem

A band has the density of states (DOS) \(n(\varepsilon)\) per spin and per atom. It holds \(N=N_\uparrow+N_\downarrow\) electrons per atom at zero temperature, and the moment per atom, in Bohr magnetons, is \(M=N_\uparrow-N_\downarrow\). The band is rigid: \(n(\varepsilon)\) does not change with \(M\). In mean field, exchange lowers the energy by \(IM^2/4\), where \(I\) is the Stoner parameter. In the fixed-spin-moment method \(M\) is prescribed, the lowest energy \(E(M)\) compatible with it is computed, and \(M\) is then varied.

1. Derive \(E(M)\) from the DOS, and find when \(M=0\) is unstable.
2. Take one orbital per atom, half filled (\(N=1\)), with

\[
n(\varepsilon)=n_0\,(1+14t^2)(1-t^2)^2,\qquad t=\frac{\varepsilon}{W},\quad |t|\le 1,\qquad n_0=\frac{5}{16W},
\]

and \(W=0.1\) hartree (Ha). These are round model parameters. Find the ground-state moment for \(I=0.18\), \(0.19\) and \(0.35\) Ha.

3. For which \(I\) does \(E(M)\) have two minima in \(0\le M\le 1\)? What does a magnetic field do at \(I=0.18\) Ha?

Only uniform collinear states are compared. Antiferromagnetic order and correlation beyond mean field are left out.

## A tempting solution, which is wrong

To create a moment \(M\), move \(M/2\) electrons from spin down to spin up. With \(n\) states per unit energy at the Fermi level, the up level rises by \(M/(2n)\) and the down level falls by as much. The electrons moved gain \(M/(2n)\) on average, so the band energy rises by \((M/2)\,M/(2n)=M^2/(4n)\). With the exchange energy,

\[
E(M)-E(0)=\frac14\left(\frac1n-I\right)M^2 .
\]

The paramagnet is therefore unstable if \(In>1\). In the model \(n=n_0=3.125\) states/Ha, so \(In=0.5625\), \(0.5938\) and \(1.0938\) for the three values of \(I\). The first two systems are declared nonmagnetic and the third ferromagnetic. The energy is a single parabola, so two minima can never occur.

## Where it fails

The instability criterion is right, but it does not settle the ground state: for \(I=0.19\) Ha the conclusion is wrong. The argument uses the DOS at the Fermi level for every \(M\), although a finite moment moves the two filling levels to energies where the DOS is different.

At \(I=0.19\) Ha the parabola gives \(E(1)-E(0)=+0.0325\) Ha. Filling the actual band gives \(-0.000625\) Ha. The fully polarized state already lies below the paramagnet, although \(In<1\).

## Right solution

### The constrained energy and its slope

For given \(N\) and \(M\) the spin populations are fixed:

\[
N_\uparrow=\frac{N+M}{2},\qquad N_\downarrow=\frac{N-M}{2}.
\]

The band energy is lowest when each spin fills its levels from the bottom, up to its own chemical potential \(\mu_\sigma\):

\[
E(M)=\sum_\sigma\int^{\mu_\sigma}\varepsilon\,n(\varepsilon)\,d\varepsilon-\frac{IM^2}{4},
\qquad \int^{\mu_\sigma}n(\varepsilon)\,d\varepsilon=N_\sigma .
\]

A small change of \(\mu_\sigma\) changes the population by \(dN_\sigma=n(\mu_\sigma)d\mu_\sigma\) and the band energy by \(\mu_\sigma n(\mu_\sigma)d\mu_\sigma=\mu_\sigma dN_\sigma\). Since \(dN_\uparrow/dM=\tfrac12\) and \(dN_\downarrow/dM=-\tfrac12\),

\[
\frac{dE}{dM}=\frac12\left(\mu_\uparrow-\mu_\downarrow-IM\right). \tag{1}
\]

In a field, \(E(M)-HM\) is to be minimized, where \(H=\mu_BB\) is an energy. An interior minimum obeys \(dE/dM=H\). The slope is the Lagrange multiplier of the constraint: the field at which the prescribed moment is stationary. Where \(E(M)\) is convex, this field holds the moment at least as a local minimum; where \(E(M)\) is concave, the field alone cannot hold it and the constraint is needed.

The exchange energy shifts the up levels by \(-IM/2\) and the down levels by \(+IM/2\). The Fermi levels of the shifted bands therefore differ by \(\mu_\uparrow-\mu_\downarrow-IM=2H\). They coincide where \(E(M)\) is stationary.

### The Stoner criterion

Differentiate (1), using \(d\mu_\uparrow/dM=1/[2n(\mu_\uparrow)]\) and \(d\mu_\downarrow/dM=-1/[2n(\mu_\downarrow)]\):

\[
\frac{d^2E}{dM^2}=\frac14\left[\frac1{n(\mu_\uparrow)}+\frac1{n(\mu_\downarrow)}\right]-\frac I2. \tag{2}
\]

At \(M=0\) both levels equal \(E_F\). With \(n\equiv n(E_F)>0\),

\[
\left.\frac{d^2E}{dM^2}\right|_{0}=\frac{1-In}{2n}.
\]

The paramagnet is unstable when \(In(E_F)>1\). Here \(n\) counts one spin; with the DOS of both spins, \(n_{\rm tot}=2n\), the same condition reads \(In_{\rm tot}/2>1\). For \(In<1\) the inverse of the curvature is the susceptibility at small field,

\[
\frac{dM}{dH}=\frac{2n}{1-In},
\]

which is the value without exchange, \(2n\), enhanced by \(1/(1-In)\).

### Finite moments

The moment counts the states between the two levels, \(M=\int_{\mu_\downarrow}^{\mu_\uparrow}n\,d\varepsilon\). Define their mean DOS by

\[
\bar N(M)=\frac{M}{\mu_\uparrow-\mu_\downarrow}.
\]

Then (1) becomes

\[
\frac{dE}{dM}=\frac M2\left[\frac1{\bar N(M)}-I\right]. \tag{3}
\]

For \(M>0\) an interior stationary point requires \(I\bar N(M)=1\). This is the Stoner condition with the Fermi-level DOS replaced by an average over the exchange-split window. When (3) is differentiated at such a point, the term containing the bracket vanishes, leaving

\[
\frac{d^2E}{dM^2}=-\frac{M}{2\bar N^2}\frac{d\bar N}{dM}.
\]

Where \(\bar N\) falls with \(M\) there is a minimum; where it rises there is a barrier. A double minimum can thus arise if \(\bar N\) first rises from \(n(E_F)\) and later falls, as can happen when \(E_F\) lies at or near the bottom of a valley between two DOS peaks.

When the valley is centred near \(E_F\), a sign of this appears already in the expansion about \(M=0\). The expansion sees only the DOS close to \(E_F\): peaks further away can produce a second minimum even when the quartic term below is positive. Let \(\mu(\nu)\) be the chemical potential of one spin holding \(\nu\) electrons. Primes on \(n\) denote energy derivatives at \(E_F\). Since \(d/d\nu=(1/n)\,d/d\varepsilon\),

\[
\frac{d\mu}{d\nu}=\frac1n,\qquad
\frac{d^2\mu}{d\nu^2}=-\frac{n'}{n^3},\qquad
\frac{d^3\mu}{d\nu^3}=\frac1n\left(-\frac{n''}{n^3}+\frac{3n'^2}{n^4}\right)=\frac{3n'^2-nn''}{n^5}.
\]

In \(\mu_\uparrow-\mu_\downarrow=\mu(\tfrac N2+\tfrac M2)-\mu(\tfrac N2-\tfrac M2)\) the even terms cancel and the odd ones double:

\[
\mu_\uparrow-\mu_\downarrow=\frac Mn+\frac{M^3}{24}\,\frac{3n'^2-nn''}{n^5}+\dots
\]

Inserting this in (1) and integrating gives a factor \(\tfrac12\cdot\tfrac1{24}\cdot\tfrac14=\tfrac1{192}\) in the quartic term:

\[
E(M)-E(0)=\frac14\left(\frac1n-I\right)M^2+\frac{3n'^2-nn''}{192\,n^5}M^4+\dots \tag{4}
\]

The tempting solution kept the first term. At the bottom of a valley \(n'=0\) and \(n''>0\), so the quartic term is negative and bends the energy down.

### The model band

Put \(u=(x/W)^2\), where \(x=\mu_\uparrow\). The band is symmetric and half filled, so \(\mu_\downarrow=-x\). Multiplying out,

\[
(1+14u)(1-u)^2=1+12u-27u^2+14u^3 .
\]

Integrating the DOS from \(-x\) to \(x\) gives \(M=2x\bar N\) with

\[
\bar N=n_0\left(1+4u-\tfrac{27}{5}u^2+2u^3\right). \tag{5}
\]

At \(u=1\) the bracket is \(1.6\), so \(\bar N=1/(2W)\) and \(M=1\), as full polarization requires.

For the band energy, up electrons are added between \(0\) and \(x\), and down electrons are removed between \(-x\) and \(0\). The two changes are equal. With \(v=(\varepsilon/W)^2\) and \(2\varepsilon\,d\varepsilon=W^2dv\),

\[
\Delta T=2\int_0^x\varepsilon\,n\,d\varepsilon
=n_0W^2\int_0^u(1+12v-27v^2+14v^3)\,dv
=n_0W^2\left(u+6u^2-9u^3+\tfrac72u^4\right). \tag{6}
\]

Hence \(E(M)-E(0)=\Delta T-IM^2/4\).

Near \(E_F\), \(n=n_0(1+12t^2+\dots)\), so \(n''=24n_0/W^2\). The quartic coefficient in (4) is then \(-1/(8W^2n_0^3)=-0.4096\) Ha. It signals the downturn but cannot locate the outer minimum. At \(I=0.19\) Ha and \(M=0.3\), the two terms of (4) give \(0.00293-0.00332=-0.0004\) Ha, whereas the full energy is \(+0.00156\) Ha.

### Ground states for the three values of \(I\)

For \(I=0.19\) Ha, \(I\bar N=1\) requires \(\bar N=1/0.19=5.263\) states/Ha. Equation (5) then has two roots in \(0<u<1\).

- The root \(u=0.2444\) lies where \(\bar N\) rises. It is a barrier at \(M=0.520\), with height \(0.00226\) Ha above \(M=0\).
- The root \(u=0.89976\) lies where \(\bar N\) falls. It is a minimum with \(x=0.1\sqrt{0.89976}=0.09486\) Ha and \(M=2(0.09486)(5.263)=0.9985\).

At the minimum the bracket in (6) is

\[
0.89976+4.85741-6.55575+2.29390=1.49532,
\]

and with \(n_0W^2=0.03125\) Ha,

\[
E-E(0)=0.03125(1.49532)-\frac{0.19(0.9985)^2}{4}
\approx0.04673-0.04736=-0.00063\ \text{Ha}.
\]

This is \(-17\) meV: the ground state is ferromagnetic, and the paramagnet is a metastable local minimum.

For \(I=0.18\) Ha the same steps give a barrier at \(M=0.616\), of height \(0.00306\) Ha, and a minimum at \(M=0.986\). The latter lies \(0.00184\) Ha, or 50 meV, above \(M=0\). The ground state is paramagnetic, with a metastable high-moment state.

For \(I=0.35\) Ha, \(1/I\) is smaller than \(\bar N\) throughout the band. The slope (3) is negative for every \(M>0\), and the energy falls to \(-0.0406\) Ha at the saturated moment \(M=1\). The parabola also predicts saturation here, but puts the energy at only \(-0.0075\) Ha.

The table gives \(E(M)-E(0)\) in Ha. Its steps are too coarse to show the interior minima at \(M=0.986\) and \(0.9985\), which lie just below saturation:

| \(M\) | \(I=0.18\) | \(I=0.19\) | \(I=0.35\) |
|---|---|---|---|
| 0.2 | 0.00102 | 0.00092 | −0.00068 |
| 0.4 | 0.00244 | 0.00204 | −0.00436 |
| 0.6 | 0.00306 | 0.00216 | −0.01224 |
| 0.8 | 0.00263 | 0.00103 | −0.02457 |
| 1.0 | 0.00188 | −0.00063 | −0.04063 |

### The range of the double minimum

The maximum of \(\bar N\) follows from

\[
4-\tfrac{54}{5}u+6u^2=0,\qquad
u=\frac{10.8-\sqrt{10.8^2-96}}{12}=0.521 .
\]

The other root exceeds 1. Thus \(\bar N\) rises from \(3.125\) to \(5.941\) states/Ha and then falls to \(5\) states/Ha at saturation. Comparison with \(1/I\) gives the following cases:

- \(I<0.1683\) Ha: the only minimum is \(M=0\).
- \(0.1683<I<0.2\) Ha: \(M=0\) and an interior outer minimum coexist.
- \(0.2\le I<0.32\) Ha: \(M=0\) coexists with a minimum at the boundary \(M=1\).
- \(I>0.32\) Ha: \(M=0\) is unstable and the moment saturates.

The limit \(0.2\) Ha is \(2W\), where the slope at saturation, \(W-I/2\), changes sign. At \(I=0.32\) Ha the quadratic term vanishes and the negative quartic term already makes \(M=0\) unstable. Because \(E(-M)=E(M)\), the double minimum for \(M\ge0\) is a triple minimum on the full axis.

The two minima have equal energy when \(\Delta T=IM^2/4\). Since \(M=2x\bar N\), the right side is \(IW^2u\bar N^2\), and \(I\bar N=1\) reduces it to \(W^2u\bar N\). Dividing both sides by \(n_0W^2u\),

\[
1+6u-9u^2+\tfrac72u^3=1+4u-\tfrac{27}{5}u^2+2u^3 .
\]

Subtracting the right side and dividing by \(u\) once more,

\[
2-\tfrac{18}{5}u+\tfrac32u^2=0,\qquad
u=\frac{3.6-\sqrt{3.6^2-12}}{3}=0.8734 .
\]

The other root again exceeds 1. Equation (5) then gives \(I_c=1/\bar N=0.1875\) Ha. As \(I\) grows, the energy of the outer minimum changes at the rate \(-M^2/4\), because the change of its position contributes nothing at a stationary point; at the boundary the position is fixed. The ground state of this model is therefore ferromagnetic for \(I>I_c\); at \(I=I_c\) the product \(In(E_F)\) is only \(0.586\). The Stoner criterion is sufficient for ferromagnetism here, but not necessary.

### The transition in a field

At \(I=0.18\) Ha a field tilts the energy to \(E(M)-HM\) and favours the high-moment state. The transition occurs when two moments \(M_1<M_2\) satisfy

\[
E'(M_1)=E'(M_2)=H_c,\qquad E(M_1)-H_cM_1=E(M_2)-H_cM_2 ,
\]

so that one straight line touches \(E(M)\) at both. As \(M_1\) is small, \(H_c\) should be close to the energy of the outer minimum divided by its moment, \(0.001843/0.9861=0.00187\) Ha. The numerical solution is \(H_c=0.00189\) Ha, or about 890 T, and the moment jumps from \(0.027\) to \(0.993\). A field of this size is far beyond laboratory magnets; it reflects the round model parameters and is not a prediction for a material. The metamagnetic field depends on the distance from \(I_c\), roughly as \((I_c-I)M_2/4\): it goes to zero as \(I\) approaches \(I_c\) from below, where the minima become degenerate without a field.

The low-moment state survives as a local minimum beyond \(H_c\). By (1), \(H=x-IM/2\), and since \(dM/dx=2n(x)\),

\[
\frac{dH}{dx}=1-In(x).
\]

The low branch ends where \(n(x)\) first reaches \(1/I\), at \(H=0.0078\) Ha. Between \(H_c\) and this field it is metastable within the uniform model.

The same formula shows that a field-driven jump does not require a double minimum at zero field. As long as \(M=0\) is the ground state without a field, it is enough that \(In(x)>1\) somewhere, so that \(E(M)\) has a concave stretch. The DOS peaks at \(7.97\) states/Ha, so this begins at \(I=1/7.97=0.125\) Ha, below the \(0.1683\) Ha at which the outer minimum appears.

### Why the moment is fixed

An ordinary self-consistent calculation uses one Fermi level for both spins. In this model an input moment \(M\) splits the bands by \(IM\) and yields the output moment

\[
F(M)=\int_{-IM/2}^{IM/2}n(\varepsilon)\,d\varepsilon,\qquad F'(M)=I\,n(IM/2),
\]

as long as \(IM/2<W\). At a solution \(x=IM/2\), and (2) gives \(E''=\tfrac12[1/n(x)-I]\). Hence \(F'<1\) at a minimum and \(F'>1\) at the barrier: simple iteration is attracted by the minima and repelled by the barrier. At \(I=0.18\) Ha, a start at \(M=0.598\) ends at zero, and a start at \(0.635\) ends at \(0.986\). Each run of simple iteration reports one minimum. Accelerated mixing (secant or Anderson) only solves \(F(M)=M\) and can converge to the barrier instead, so a converged solution need not be a minimum. The fixed-moment scan also gives the other minimum, the barrier and the energy difference that decides the ground state.

The numerical check compares these formulas with direct filling of the bands, numerical minimization and self-consistent iteration.

## Table of computed values

```
half band width W = 0.100 Ha
DOS per spin at Fermi level n = 3.1250 states/Ha
DOS peaks at energies +/- 0.05345 Ha
DOS per spin at the peaks = 7.9719 states/Ha
largest mean DOS = 5.9408 states/Ha
u at largest mean DOS = 0.52141
moment where outer minimum appears = 0.8580 mu_B
I where outer minimum appears = 0.16833 Ha
u at equal energies = 0.87340
moment at equal energies = 0.9970 mu_B
I at equal energies = 0.18748 Ha
I n at equal energies = 0.5859
I where outer minimum saturates = 0.20000 Ha
I where M=0 becomes unstable = 0.32000 Ha
Landau quartic coefficient = -0.40960 Ha/mu_B^4
I = 0.18 Ha: I n = 0.5625
  Landau quadratic coefficient = 0.03500 Ha/mu_B^2
  barrier: u = 0.30768, M = 0.6163 mu_B
  barrier energy E-E(0) = 0.003060 Ha
  outer minimum: u = 0.78766, M = 0.9861 mu_B
  minimum energy E-E(0) = 0.001843 Ha = 50.14 meV
I = 0.19 Ha: I n = 0.5938
  Landau quadratic coefficient = 0.03250 Ha/mu_B^2
  barrier: u = 0.24438, M = 0.5204 mu_B
  barrier energy E-E(0) = 0.002258 Ha
  outer minimum: u = 0.89976, M = 0.9985 mu_B
  minimum energy E-E(0) = -0.000627 Ha = -17.06 meV
I = 0.35 Ha: I n = 1.0938
  lowest energy at M = 1.0000 mu_B
  E-E(0) there = -0.040625 Ha
M (mu_B); E-E(0) in Ha for I = 0.18, 0.19, 0.35 Ha
  0.0  +0.000000  +0.000000  +0.000000
  0.1  +0.000316  +0.000291  -0.000109
  0.2  +0.001019  +0.000919  -0.000681
  0.3  +0.001787  +0.001562  -0.002038
  0.4  +0.002438  +0.002038  -0.004362
  0.5  +0.002876  +0.002251  -0.007749
  0.6  +0.003056  +0.002156  -0.012244
  0.7  +0.002967  +0.001742  -0.017858
  0.8  +0.002634  +0.001034  -0.024566
  0.9  +0.002149  +0.000124  -0.032276
  1.0  +0.001875  -0.000625  -0.040625
SCF at I=0.18 Ha from M = 0.5978: 0.0000 mu_B
SCF at I=0.18 Ha from M = 0.6348: 0.9861 mu_B
Stoner enhancement at I=0.18 Ha = 2.2857
susceptibility dM/dH at I=0.18 Ha = 14.2857 mu_B/Ha
transition field energy H_c = 0.001887 Ha
transition field B_c = 887 T
moment jumps from 0.0274 to 0.9931 mu_B
low branch ends at H = 0.007818 Ha
```
